\section*{The Size Law of Islands Merging at a Common Rate}

\section{Islands on a surface: the rate and its limits}

\subsection{Symbols and results carried over}

Identical starting islands (units) have density $n_0$ at time $\tau=0$; $n_k$ is the density of islands made of $k$ units, divided by $n_0$, and $N=\sum n_k$. If all pairs merge with the same coefficient $K$ in a well-mixed layer, then with $t=Kn_0\tau/2$
\begin{equation}
n_k=\frac{t^{k-1}}{(1+t)^{k+1}}=N^2(1-N)^{k-1},\qquad N=\frac1{1+t}.
\label{eq:recall}
\end{equation}
The mean size is $1+t$ units, and $n_k$ with $k\ge2$ peaks at $t=(k-1)/2$. The second form in (\ref{eq:recall}) holds whatever the value of $K$. A time in hours requires $K$, which has to come from the motion of the islands.

\subsection{An estimate of the merging coefficient}

Treat the islands as discs, each diffusing with diffusivity $D$ in the sense that its mean square displacement along each axis is $2D\tau$. The displacements of two independent islands add in variance, so their separation diffuses with $D_r=2D$. They merge when their centres are a distance $a$ apart; for equal discs of radius $R$, $a=2R$. Give each island a circular cell of radius $L$ with $\pi L^2n_0=1$, let one partner move in it, and let the rim reflect the partner. The closed cell is an assumption: in a real layer a partner can also wander off.

\paragraph{Proposition 2.} Let $T_{\rm m}$ be the mean time to contact, averaged over partners spread evenly over $a<r<L$. If $K$ is defined by $Kn_0=1/T_{\rm m}$, then
\begin{equation}
K=\frac{4\pi D}{B},\qquad B=\frac{\ln(1/\phi)}{2(1-\phi)}-\frac34+\frac\phi4,\qquad \phi=\frac{a^2}{L^2}.
\label{eq:K}
\end{equation}

\emph{Proof.} Let $T(\mathbf r)$ be the mean time to contact from separation $\mathbf r$. After a short time $\epsilon$ the separation has changed by a random $\boldsymbol\xi$ with mean zero and $\langle\xi_i\xi_j\rangle=2D_r\epsilon\,\delta_{ij}$. The time still to go is then $T(\mathbf r+\boldsymbol\xi)$, so
\begin{equation}
T(\mathbf r)=\epsilon+\langle T(\mathbf r+\boldsymbol\xi)\rangle=\epsilon+T(\mathbf r)+D_r\epsilon\nabla^2T+o(\epsilon),
\end{equation}
and $D_r\nabla^2T=-1$. Contact ends the wait, so $T(a)=0$; reflection requires $T'(L)=0$, the prime here meaning $d/dr$. With circular symmetry $(rT')'=-r/D_r$. Integration from $r$ to $L$ gives $-rT'=-(L^2-r^2)/(2D_r)$, hence
\begin{align}
T'(r)&=\frac1{2D_r}\Bigl(\frac{L^2}{r}-r\Bigr),\\
T(r)&=\frac1{2D_r}\Bigl[L^2\ln\frac ra-\frac{r^2-a^2}2\Bigr].
\end{align}
The average uses the weight $2r\,dr/(L^2-a^2)$. Integration by parts gives
\begin{equation}
\int_a^Lr\ln\frac ra\,dr=\frac{L^2}2\ln\frac La-\frac{L^2-a^2}4 ,
\end{equation}
so the mean of $\ln(r/a)$ is $\ln(L/a)/(1-\phi)-1/2$. The mean of $r^2$ over the ring is $(L^2+a^2)/2$, so the mean of $(r^2-a^2)/2$ is $(L^2-a^2)/4=L^2(1-\phi)/4$. With $\ln(L/a)=\frac12\ln(1/\phi)$,
\begin{equation}
T_{\rm m}=\frac{L^2}{2D_r}\Bigl[\frac{\ln(1/\phi)}{2(1-\phi)}-\frac12-\frac{1-\phi}4\Bigr]=\frac{L^2B}{4D}.
\end{equation}
Finally $K=1/(n_0T_{\rm m})=4D/(n_0L^2B)$, and $1/(n_0L^2)=\pi$.

For equal discs the coverage is $\theta=\pi R^2n_0$, and $\phi=4R^2\pi n_0=4\theta$. If equal islands grow by merging at fixed coverage, $a$ and $L$ grow in proportion and $B$ stays the same. This removes one reason for $K$ to drift. It does not make $D$ independent of size, and it does not cover pairs of unequal radii. If the contact radius stayed fixed instead, $\phi$ would fall with the density, $B$ would approach $\frac12\ln(1/\phi)-\frac34$, and $K$ would decrease. With the parameters of the example below, (\ref{eq:K}) then gives a $K$ smaller by a factor of 2.2 once the density has fallen to 0.361 of its initial value. At the other end, $\phi\to1$ as $\theta\to1/4$: the contact circle fills the cell, $B\to0$, and the estimate loses its meaning.

\subsection{The example in numbers}

The parameters are rough values in the regime of silver islands on Ag(100) near room temperature: 300 K, atom spacing $s=0.289$ nm, coverage 0.05, 100 atoms per unit, and $D=10^{-3}$ nm$^2$/s. On the square surface lattice an atom covers $s^2$, so
\begin{equation}
n_0=\frac{0.05}{100\,(0.289\ {\rm nm})^2}=5.99\times10^{-3}\ {\rm nm^{-2}} .
\end{equation}
The unit radius is $R=s\sqrt{100/\pi}=1.63$ nm, the contact radius $a=3.26$ nm, and the cell radius $L=7.29$ nm. With $\phi=0.200$,
\begin{align}
B&=\frac{1.609}{1.600}-0.750+0.050=0.306,\\
K&=\frac{4\pi\times10^{-3}}{0.306}\ {\rm nm^2/s}=0.0411\ {\rm nm^2/s}.
\end{align}
A finite-volume solution of the equation for $T$ gives the same $K$ to the four digits printed. That tests the algebra of Proposition 2, not the cell picture behind it.

The time unit is $2/(Kn_0)=8.13\times10^3$ s, or 2.26 h. Four hours, 14\,400 s, correspond to $t=1.771$. Hence $N=1/2.771=0.361$, the island density is $2.16\times10^{-3}$ nm$^{-2}$ ($2.16\times10^{11}$ cm$^{-2}$), and the mean island holds $100\times2.771=277$ atoms. The density of unmerged units is $0.361^2=0.130$ of $n_0$. Islands of two and three units peaked at 1.13 h and 2.26 h and are now declining; those of five units will peak at 4.52 h.

A run with 200\,000 units, in which random pairs merge at random times, leaves the fraction 0.3620 at this $t$, against 0.3609 from (\ref{eq:recall}). The difference is 220 islands, or 0.3\% of the expected 72\,200. The run tests (\ref{eq:recall}) for a layer that is well mixed by construction. Its clock already runs in the scaled time $t$, so it does not test the conversion to hours.

\subsection{Large islands that move more slowly}

Islands that diffuse by the motion of atoms along their edges slow down as they grow. Let an island of $k$ units have diffusivity $D\mu_k$, where $\mu_1=1$ and $\mu_k$ decreases with $k$. The separation of a pair diffuses with $D(\mu_i+\mu_j)$ in place of $2D$. If the geometric factor $B$ is held fixed, the coefficient becomes $K_{ij}=K(\mu_i+\mu_j)/2$.

\paragraph{Proposition 3.} In mean field with this $K_{ij}$ and the same $t=Kn_0\tau/2$, for $t>0$,
\begin{equation}
N>\frac1{1+t},\qquad n_1<N^2 .
\label{eq:ineq}
\end{equation}

\emph{Proof.} Let $M=\sum_j\mu_jn_j$. Scaling the rate equations as for constant $K$ gives
\begin{equation}
n_k'=\sum_{i+j=k}\frac{\mu_i+\mu_j}2\,n_in_j-n_k(\mu_kN+M).
\end{equation}
Sum over $k$; the limits may be exchanged as for constant $K$, because $\mu_k\le1$. The gain gives $(MN+NM)/2=MN$ and the loss $-2MN$, so $N'=-MN$. Once larger islands exist, which is the case for every $t>0$, $M<N$. Therefore $(1/N)'=M/N<1$, and integration from $N(0)=1$ gives $1/N<1+t$. For the units there is no gain, so $n_1'=-n_1(N+M)$ and
\begin{equation}
\frac{d}{dt}\ln\frac{n_1}{N^2}=-(N+M)+2M=M-N<0 .
\end{equation}
The logarithm starts at zero, so it is negative for $t>0$.

The second inequality says that small, mobile islands take part in more than their share of mergers. Take $\mu_k=1/k$ as an illustration. Independent hops of edge atoms would give a steeper fall: their number grows as $\sqrt k$ and each hop moves the centre of mass by a distance proportional to $1/k$, so the diffusivity would go as $\sqrt k/k^2=k^{-3/2}$. For $\mu_k=1/k$, numerical integration up to the time of the example gives $N=0.431$ in place of 0.361. The unmerged fraction is $n_1=0.145$, which is 22\% below $N^2=0.186$.

\subsection{Discs that diffuse and collide}

The well-mixed assumption can be dropped by following individual discs. In each of three runs, 2000 units start without overlap at random places in a periodic box, with the density, radius and $D$ of the example. Discs that touch are replaced by one disc with their joint area at their centre of mass. The runs include spatial correlations, crowding and unequal radii. After four hours the results are
\begin{equation}
\begin{array}{lccc}
 & N & n_1 & N^2\\
\text{constant }D,\ 40\ \text{s step} & 0.596 & 0.350 & 0.355\\
\text{constant }D,\ 10\ \text{s step} & 0.589 & 0.343 & 0.347\\
D/k,\ 10\ \text{s step} & 0.627 & 0.371 & 0.393
\end{array}
\label{eq:discs}
\end{equation}

The surviving fraction is 0.589 and not 0.361. This is the largest correction found for the example. The first two runs use different random numbers, so their difference of 0.007 mixes step error with scatter. Contacts made and undone within a step are missed, which raises $N$, and single runs scatter by about 0.01. Together these can put $N$ too high by about 0.03, which is still small beside the gap of 0.228.

The gap can be expressed as a rate. For any layer that loses islands by pair merging, define an effective coefficient $K_{\rm e}(\tau)$ by $dN/d\tau=-\frac12K_{\rm e}n_0N^2$. Integration gives $1/N-1=\frac12n_0\int K_{\rm e}\,d\tau$. For the discs with constant $D$ the left side is $1/0.589-1=0.698$, while the cell estimate gave 1.771. Averaged over the four hours, $K_{\rm e}$ is thus 0.39 of the cell value in this run, and would be about 0.45 if $N$ were lower by 0.03. Proposition 2 overestimates the rate by a factor of 2.2 to 2.5 for this example. The reflecting cell stands for an evenly spaced array of partners entered at a random place, so that one partner is always within about $L$. In the layer the discs are placed and move independently, and a disc may have no neighbour that near. Uneven spacing matters: for a point that diffuses with $D_r$ among fixed contact circles of radius $a$ and density $n_0$, the mean time to contact is about 4300 s on a square array, close to the cell value $T_{\rm m}=4070$ s, but about 13\,000 s when the circles are placed at random as in the runs. Fixed circles are not moving, merging discs, so this shows the direction of the effect and not its exact size. Starting the discs themselves on a square lattice is a different matter: all then begin $1/\sqrt{n_0}=12.9$ nm apart, centre to centre, with no close pairs, and fewer of them merge in the four hours.

The relation $n_1=N^2$ fares better. For constant $D$ and the shorter step, $n_1$ and $N^2$ differ by 0.004, or 9 islands of 2000. Since $n_1$ and $N^2$ fluctuate together, their difference scatters less than the count of unmerged units alone, by roughly 12 islands from run to run, so the run shows no departure from the square. This is what one expects if the true coefficient is smaller than the estimate but nearly common to all pairs; a single relation does not establish the whole size law. With $D/k$, $n_1$ lies 6\% below $N^2$ in this run, a figure that scatters by 2 to 3 percentage points between runs, on the side that Proposition 3 gives in mean field.

\subsection{Atoms that leave the islands}

Islands can also coarsen by exchanging adatoms, which the model forbids. The following estimate sizes the loss from one unit into a background in equilibrium with a straight step.

Let $c_{\rm s}=s^{-2}e^{-E_{\rm f}/k_BT}$ be the adatom density beside a straight step, with $E_{\rm f}$ the energy to create an adatom and, in this subsection, $T$ the temperature. An adatom hops in each of four directions at the rate $\nu e^{-E_{\rm h}/k_BT}$, so its diffusivity is $D_{\rm a}=s^2\nu e^{-E_{\rm h}/k_BT}$: four directions, and a division by four in two dimensions. In the product the factors $s^2$ cancel,
\begin{equation}
D_{\rm a}c_{\rm s}=\nu e^{-E/k_BT},\qquad E=E_{\rm f}+E_{\rm h}.
\end{equation}

A disc gives up atoms more easily than a straight step. Removing the area $s^2=2\pi R\,\delta R$ shortens the edge by $2\pi\,\delta R=s^2/R$. With a step energy $\varepsilon$ per length $s$ this saves $\varepsilon s/R$. The density at the disc is therefore $c_{\rm s}e^{\ell/R}$ with $\ell=\varepsilon s/(k_BT)$. Let the density fall to $c_{\rm s}$ at radius $L$. In a steady state the total outward current $J=-2\pi rD_{\rm a}\,dc/dr$ is the same at every $r$, and integration from $R$ to $L$ gives
\begin{equation}
J=\frac{2\pi D_{\rm a}c_{\rm s}}{\ln(L/R)}\bigl(e^{\ell/R}-1\bigr).
\end{equation}

Take the rough values $\nu=10^{13}$ s$^{-1}$, $E=1.00$ eV and $\varepsilon=0.13$ eV. Then $\ell=1.45$ nm and $e^{\ell/R}-1=1.44$. With $R$ and $L$ held at their initial values, about 14 atoms leave in four hours, out of 100. Among identical islands the net exchange starts at zero, since all have the same adatom density at their edge, so the assumed background favours loss. The result depends strongly on $E$: at the initial rate, the loss reaches 100 atoms at
\begin{equation}
E=1.00\ {\rm eV}+k_BT\ln(14/100)=0.95\ {\rm eV}.
\end{equation}
A shrinking island loses atoms faster, which moves this threshold to about 0.96 eV. A shift of 0.04 to 0.05 eV thus decides whether detachment is a correction or a rival process.

Temperature acts on the clock as well. If $D$ follows an activation law with the rough barrier 0.70 eV and a fixed prefactor, warming from 300 K to 310 K multiplies $D$, and with it $K$, by 2.4 at fixed geometry.

\subsection{What carries over to a real layer}

On Ag(100) near room temperature, the diffusion and merging of whole islands is the established main route of coarsening for islands of roughly this size, and the chosen $D$ has the right order of magnitude for them. Real islands there are closer to squares than to discs, their sizes are spread from the start, and a merged pair needs time to become compact; none of these effects is sized here. Of the assumptions that were tested, the well-mixed layer with the cell value of $K$ costs most. Within the disc model the surviving fraction moves from 0.361 to between 0.56 and 0.59, and rises by a further 0.03 to 0.04 if the diffusivity also falls as $1/k$. The four-hour densities of the example are therefore results of the constant-rate model and not forecasts for silver.

The time-free form in (\ref{eq:recall}) suggests a way to examine data. Count all islands and the unmerged units at the same moment, and compare $n_1$ with $N^2$. The comparison needs neither $K$ nor the elapsed time. It does need the starting density $n_0$, by which both counted densities are divided, as well as nearly identical starting islands, negligible detachment and no deposition during the wait. Under those conditions, and in mean field with $B$ held fixed, large islands that move more slowly put $n_1$ below $N^2$. The converse does not follow: in mean field, any dependence of the merging coefficient on size that makes units merge faster than the average island throughout the wait has the same effect. Nor does $n_1\approx N^2$ prove that the diffusivity is independent of size. In a real layer the contact radius grows with the island, which may favour mergers of large islands and mask a weak fall of their diffusivity. The size of this effect was not determined; the disc runs with constant $D$, which include it, show no excess of $n_1$ over $N^2$ within their scatter.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K
atom spacing: 0.289 nm
coverage: 0.050 (fraction of a layer)
atoms in a starting island: 100
island diffusivity D: 1.00e-03 nm^2/s
initial density n0: 5.98652e-03 nm^-2
starting island radius: 1.631 nm
contact radius a: 3.261 nm
cell radius L: 7.292 nm
phi: 0.2000 (dimensionless)
cell bracket B: 0.3059 (dimensionless)
kernel K, formula: 0.04108 nm^2/s
kernel K, finite volume: 0.04108 nm^2/s
time unit 2/(K n0): 8132.5 s
observation time: 4.00 h
scaled time t: 1.7707 (dimensionless)
total island density: 2.16067e-03 nm^-2
total island density: 2.1607e+11 cm^-2
mean island size: 277.1 atoms
k=1: n_k/n0 0.13027; n_k 7.7984e-04 nm^-2
k=2: n_k/n0 0.08325; n_k 4.9837e-04 nm^-2
k=3: n_k/n0 0.05320; n_k 3.1850e-04 nm^-2
k=4: n_k/n0 0.03400; n_k 2.0355e-04 nm^-2
k=5: n_k/n0 0.02173; n_k 1.3008e-04 nm^-2
peak time k=2: 1.130 h
peak time k=3: 2.259 h
peak time k=5: 4.518 h
largest ODE-formula difference: 6.1e-12 n0
random merging N/n0: 0.36202
scaling-limit error, k=t=20: 2.429 %
scaling-limit error, k=t=40: 1.232 %
constant K: N/n0 0.3609, n1/n0 0.1303
mean field D/k: N/n0 0.4307, n1/n0 0.1451
discs, constant D, 40 s step: N/n0 0.5955, n1/n0 0.3500
discs, constant D, 10 s step: N/n0 0.5890, n1/n0 0.3425
discs, D/k, 10 s step: N/n0 0.6270, n1/n0 0.3710
attempt rate: 1.0e+13 s^-1
adatom creation plus hop energy: 1.00 eV
step energy per atom spacing: 0.13 eV
capillary length: 1.453 nm
relative adatom excess: 1.438 (dimensionless)
estimated detachment loss: 13.79 atoms
energy for loss of a whole unit: 0.949 eV
island diffusion barrier: 0.70 eV
rate factor for 10 K warming: 2.395
\end{verbatim}
